# Why tunnelling current falls tenfold per ångström and favours the apex atom

## Problem

A metal tip faces a metal surface across a vacuum gap of width $d$. An electron at the Fermi level meets a barrier of height $\phi$ above its own energy, with $\phi$ between 4 and 5 eV. The bias $V$ is small, $eV\ll\phi$.

(a) How fast does the electron's wave function decay in the gap?

(b) By what factor does the current fall when the gap widens by 1 Å?

(c) How much do a finite bias and sideways motion of the electrons change this factor?

(d) The tip ends in one atom that protrudes by a layer step $h=2$ Å. What share of the current does this atom carry, and when does it cease to dominate?

For numbers, take $\phi=4.5$ eV, $d=6$ Å, $V=0.1$ V, and electrodes whose Fermi energy is 5 eV above the band bottom. These are round model parameters. Lengths are in ångström and energies in electronvolt, the natural units of this problem.

## Solution

### (a) The decay constant

Let $x$ run across the gap, and take the barrier as flat. This leaves out the image force, which rounds the barrier and lowers it across the whole of a narrow gap. In the classical image model with image planes at the two walls, the lowering at the middle of a 6 Å gap is 1.7 eV, and for $\phi=4.5$ eV the current falls by a factor of about 6.6 from 6 to 7 Å, against 8.8 for the flat barrier. The numbers below belong to the flat barrier. With potential energy $U$ and electron energy $E$, the Schrödinger equation in the gap is

$$-\frac{\hbar^2}{2m}\psi''+U\psi=E\psi ,\qquad U-E=\phi ,$$

and therefore

$$\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

The solutions are $e^{-\kappa x}$ and $e^{+\kappa x}$. Inserting the electron mass and $\hbar$ gives

$$\kappa=0.5123\ \text{Å}^{-1}\sqrt{\phi/\text{eV}} .$$

For $\phi=4.5$ eV this is $0.5123\times2.121=1.087$ Å$^{-1}$. Because of the square root, a change of $\phi$ from 4 to 5 eV moves $\kappa$ only from 1.025 to 1.146 Å$^{-1}$.

### (b) The fall of the current

The current requires the transmission probability $T$, so the waves must be matched at both walls. Let $k$ be the wave number in the electrodes, equal on the two sides at vanishing bias. Write

$$\psi=\begin{cases}e^{ikx}+r\,e^{-ikx}, & x<0\\ A\,e^{\kappa(x-d)}+B\,e^{-\kappa(x-d)}, & 0<x<d\\ t\,e^{ik(x-d)}, & x>d.\end{cases}$$

Continuity of $\psi$ and $\psi'$ at $x=d$ gives $A+B=t$ and $\kappa(A-B)=ikt$, so

$$A=\frac t2\left(1+\frac{ik}{\kappa}\right),\qquad B=\frac t2\left(1-\frac{ik}{\kappa}\right).$$

At $x=0$ the same conditions read

$$1+r=Ae^{-\kappa d}+Be^{\kappa d},\qquad ik(1-r)=\kappa\left(Ae^{-\kappa d}-Be^{\kappa d}\right).$$

Divide the second equation by $ik$, use $1/i=-i$, and add it to the first. The reflected amplitude $r$ drops out:

$$2=A\left(1-\frac{i\kappa}{k}\right)e^{-\kappa d}+B\left(1+\frac{i\kappa}{k}\right)e^{\kappa d}.$$

The factors in front of the two exponentials have equal magnitude, so the first term is smaller than the second by $e^{-2\kappa d}$. Here $\kappa d=6.52$, and the first term can be dropped. Inserting $B$ and taking the squared magnitude gives

$$4\simeq\frac{|t|^2}{4}\left(1+\frac{k^2}{\kappa^2}\right)\left(1+\frac{\kappa^2}{k^2}\right)e^{2\kappa d}
=\frac{|t|^2}{4}\,\frac{(k^2+\kappa^2)^2}{k^2\kappa^2}\,e^{2\kappa d}.$$

Since $k$ is the same on both sides, $T=|t|^2$, and

$$T\simeq\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

In the example $k=1.146$ Å$^{-1}$, the prefactor is 3.99, and $T\simeq3.99\,e^{-13.04}=8.7\times10^{-6}$. This value belongs to the flat-barrier model and is not a prediction for a real junction.

At small bias the current in one channel is proportional to $T$ at the Fermi level. The prefactor does not contain $d$, so

$$\frac{d\ln I}{dd}=-2\kappa,\qquad \frac{I(d)}{I(d+1\,\text{Å})}=e^{2\kappa\cdot1\,\text{Å}} .$$

The 2 appears because the amplitude falls as $e^{-\kappa d}$ and the current follows its square.

| $\phi$ (eV) | $\kappa$ (Å$^{-1}$) | fall of current per Å |
|---|---|---|
| 4.0 | 1.025 | 7.8 |
| 4.5 | 1.087 | 8.8 |
| 5.0 | 1.146 | 9.9 |

"Tenfold per ångström" is thus a rounded statement for a flat barrier in this range. A factor of ten requires $2\kappa\cdot1\,\text{Å}=\ln10$, that is $\kappa=1.151$ Å$^{-1}$ and $\phi=(1.151/0.5123)^2=5.05$ eV.

The same slope sets the height sensitivity of the microscope. For $\phi=4.5$ eV, a one percent change of current corresponds to a height change of $0.01/(2\kappa)=0.01/2.174=0.0046$ Å.

### (c) Bias and sideways motion

**Bias.** A voltage tilts the barrier. For an electron at the Fermi level of the negative electrode, the barrier height falls linearly from $\phi$ to $\phi-eV$ across the gap. Divide the gap into thin slices, each of which reduces the amplitude by $e^{-\kappa(x)\,dx}$. Reflections between slices are neglected, which is reasonable because $\kappa(x)$ hardly varies. The exponent then contains

$$\int_0^d\sqrt{\phi-eV\frac{x}{d}}\;dx\simeq d\sqrt\phi\left(1-\frac{eV}{4\phi}\right)\simeq d\sqrt{\phi-\frac{eV}{2}} ,$$

to first order in $eV/\phi$. For this electron the mean barrier replaces $\phi$. For $V=0.1$ V it is 4.45 eV, $\kappa$ becomes 1.081 instead of 1.087 Å$^{-1}$, a change of about half a percent, and the fall per ångström becomes 8.68 instead of 8.79. This is a bound on the effect and not its value. The current is carried by all electrons in the energy window of width $eV$ between the two Fermi levels. An electron lying $\epsilon$ below the top of the window sees the mean barrier $\phi-eV/2+\epsilon$, which runs from 4.45 to 4.55 eV, with falls per ångström from 8.68 to 8.90. The fall of the total current lies between these values. The window is centred on the mean barrier $\phi$, so the first-order shift in $V$ cancels in the average, and the change is much smaller than the one percent of either edge.

**Sideways motion.** So far the electron moved straight across. A sample state with wave number $p$ parallel to the surface has the form $e^{i\mathbf p\cdot\mathbf r}e^{-sz}$ in the vacuum, where $z$ is the distance from the surface. At the Fermi level it must satisfy $\nabla^2\psi=\kappa^2\psi$, so

$$-p^2+s^2=\kappa^2,\qquad s=\sqrt{\kappa^2+p^2}.$$

Sideways motion uses up part of the energy, and the state decays faster. Treat the end atom of the tip as a small probe whose current is proportional to the electron density of the sample's Fermi-level states at distance $d$. If all $p$ have equal weight, then with $p\,dp=s\,ds$,

$$\int d^2p\;e^{-2sd}=2\pi\int_\kappa^\infty s\,e^{-2sd}\,ds
=2\pi e^{-2\kappa d}\left[\frac{\kappa}{2d}+\frac1{4d^2}\right],$$

where the last step is an integration by parts. The bracket shrinks as $d$ grows, because a wider gap filters out more of the states with large $p$. From 6 to 7 Å it contributes

$$\frac{1.087/12+1/144}{1.087/14+1/196}=\frac{0.0975}{0.0827}=1.18 ,$$

and the total fall is $8.79\times1.18=10.4$.

Equal weights are a simplification. For free electrons that meet a potential step at the surface, let $k_z=\sqrt{k^2-p^2}$ be the wave number normal to the surface inside the metal. Matching at the step gives the density just outside as $4k_z^2/(k_z^2+s^2)$ per unit incident density. The denominator equals $k^2+\kappa^2$ for every $p$. The number of states per unit energy at fixed $p$ varies as $1/k_z$, so the weight is proportional to $k_z$, with $p$ running up to $k$. Numerical quadrature with this weight gives an extra factor of 1.16 and a total fall of 10.2. For the flat barrier, sideways motion brings the middle of the barrier range close to tenfold at such gaps. The image force of (a) acts the other way and is the larger effect: for two planar free-electron electrodes with all $p$ summed, the fall from 6 to 7 Å is 10.2 with the flat barrier and about 7.9 with the classical image potential included.

### (d) The apex atom

Assume that the sample is laterally uniform, that the tip atoms are alike, and that each is an independent channel, so that currents add and not amplitudes. An atom set back by $h$ sees a gap $d+h$. Keeping only the exponential, its current relative to the apex is

$$q=e^{-2\kappa h}=e^{-2.174\times2}=0.0129 .$$

One such atom carries about 1/77 of the apex current. With $N$ of them behind the apex, the apex share is

$$\frac{1}{1+Nq},$$

which for $N=4$ is $1/(1+0.0518)=95\%$.

Deeper layers add little. Take a square pyramid with $1,4,9,\dots$ atoms in successive layers, each a further step $h$ back. The total current in units of the apex current is $\sum_{j\ge0}(j+1)^2q^j$. To sum it, differentiate $\sum_{j\ge0} q^{j+1}=q/(1-q)$, which gives $\sum_{j\ge0}(j+1)q^j=1/(1-q)^2$. Multiply by $q$ and differentiate again:

$$\sum_{j\ge0}(j+1)^2q^j=\frac{d}{dq}\,\frac{q}{(1-q)^2}=\frac{(1-q)+2q}{(1-q)^3}=\frac{1+q}{(1-q)^3}.$$

The apex share is the inverse,

$$\frac{(1-q)^3}{1+q}=\frac{0.9617}{1.0129}=94.9\% ,$$

hardly less than with the second layer alone. These are flat-barrier values: with the classical image potential of (a), $q$ rises to about 1/46 and the share drops to about 92%. The bracket found in (c) decreases with distance, so including it weakens the set-back atoms further and raises the share.

The dominance rests on three conditions.

- **The apex must protrude by a good fraction of a layer step.** A second atom only 0.3 Å behind it carries $e^{-2.174\times0.3}=0.52$ of its current, and the tip is then effectively double.
- **The layer behind must be small, $Nq\ll1$.** With the exponential alone, a flat terrace of about $1/q\approx77$ atoms one step behind the apex draws as much total current from a uniform sample as the apex does. Including the sideways motion of (c), with the free-electron weight at $d=6$ Å, raises this number to about 100.
- **The tip atoms must act independently.** If they act coherently, amplitudes add, and the amplitude ratio is $\sqrt q=0.114$, much larger than $q$. In the extreme case of four second-layer atoms all in phase with the apex, the current is $(1+4\times0.114)^2=2.1$ times that of the apex alone. This is an upper bound: states with sideways motion decay faster and differ in phase between atoms that lie apart, and with the free-electron weight of (c) and the four atoms 2 Å to the side the factor is about 1.8. The figure of 95% then no longer applies, although each set-back atom by itself would still carry only 1/77 of the apex current.

For a sharp tip that meets these conditions, the steep decay found in (b) makes one atom carry most of the current.

Numerical values quoted here were computed with a short program.
